# The Long-Tube Clausing Limit for Diffuse Molecular Flow: test program

```python
"""Free molecular flow through a circular tube with diffuse walls.

Result under test: the transmission probability W obeys W <= 8 r/(3 L)
and approaches 8 r/(3 L) when the tube is long.
r: tube radius, L: tube length. Lengths in the tests are in units of r.
ring_kernel(s): probability per length that a molecule leaving the wall
next lands at axial distance s (one side).
section_chance(s): chance that it crosses a section at distance s.
q: flux leaving the wall divided by the flux entering the tube mouth.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import roots_legendre


def cosine_law_kernel(s):
    """Ring-to-ring probability density integrated from the cosine law."""
    def integrand(phi):
        g = 2*np.sin(phi/2)**2
        return g*g/(s*s + 2*g)**2
    return 2*quad(integrand, 0, np.pi, limit=200)[0]/np.pi


def ring_kernel(s):
    """Closed form, rearranged to avoid cancellation at large s."""
    d = np.sqrt(s*s + 4)
    return (6*s*s + 32)/(d**3*(d**3 + s*(s*s + 6)))


def section_chance(s):
    d = np.sqrt(s*s + 4)
    return 2/(d*(s*s + 2 + s*d))


def section_integral(s):
    """Integral of section_chance from s to infinity."""
    t = s/2
    return 0.5/(np.sqrt(t*t + 1) + t)**2


def solve_tube(length, n, wall_loss=0.0):
    """Solve the wall-flux integral equation; return W, x, weights, q."""
    nodes, weights = roots_legendre(n)
    x = 0.5*length*(nodes + 1)
    w = 0.5*length*weights
    kernel = ring_kernel(np.abs(x[:, None] - x[None, :]))*w
    to_mouth = section_chance(x)
    to_exit = section_chance(length - x)
    stay = 1 - wall_loss
    diagonal = 1 - stay*(1 - to_mouth - to_exit - kernel.sum(axis=1))
    matrix = -stay*kernel
    matrix[np.arange(n), np.arange(n)] += diagonal
    q = np.linalg.solve(matrix, stay*to_mouth)
    transmitted = 2*(section_integral(length) + np.sum(w*q*to_exit))
    return transmitted, x, w, q


def trace_rays(length, count, wall_loss=0.0, floor_react=1.0,
               specular=0.0):
    """Three-dimensional ray tracing; fraction absorbed at the far end."""
    rng = np.random.default_rng(7)

    def cosine_direction(n):
        u = rng.random(n)
        psi = 2*np.pi*rng.random(n)
        side = np.sqrt(1 - u)
        return np.sqrt(u), side*np.cos(psi), side*np.sin(psi)

    x = np.sqrt(rng.random(count))
    y = np.zeros(count)
    z = np.zeros(count)
    dz, dx, dy = cosine_direction(count)
    absorbed = 0
    while x.size:
        a = dx*dx + dy*dy
        b = x*dx + y*dy
        c = np.minimum(x*x + y*y - 1, 0)
        with np.errstate(divide="ignore", invalid="ignore"):
            t = (-b + np.sqrt(b*b - a*c))/a
            z_hit = z + t*dz
            floor = z_hit > length
            t = np.where(floor, (length - z)/dz, t)
        x = x + t*dx
        y = y + t*dy
        z = np.where(floor, length, z_hit)
        scale = np.where(floor, 1.0, np.hypot(x, y))
        x = x/scale
        y = y/scale
        normal, side1, side2 = cosine_direction(x.size)
        mirror = rng.random(x.size) < specular
        outward = dx*x + dy*y
        wall_dx = np.where(mirror, dx - 2*outward*x, -normal*x - side1*y)
        wall_dy = np.where(mirror, dy - 2*outward*y, -normal*y + side1*x)
        wall_dz = np.where(mirror, dz, side2)
        dx = np.where(floor, side1, wall_dx)
        dy = np.where(floor, side2, wall_dy)
        dz = np.where(floor, -normal, wall_dz)
        draw = rng.random(x.size)
        reacted = floor & (draw < floor_react)
        lost = ~floor & (draw < wall_loss)
        absorbed += np.count_nonzero(reacted)
        keep = (z >= 0) & ~reacted & ~lost
        x, y, z = x[keep], y[keep], z[keep]
        dx, dy, dz = dx[keep], dy[keep], dz[keep]
    return absorbed/count


# Kernel, crossing chance and moments against direct integration
for s in (0.2, 1.0, 3.0, 10.0):
    assert abs(cosine_law_kernel(s)/ring_kernel(s) - 1) < 1e-6
    textbook = 0.5*(1 - s*(s*s + 6)/(s*s + 4)**1.5)
    assert abs(textbook/ring_kernel(s) - 1) < 1e-9
    direct = quad(ring_kernel, s, np.inf)[0]
    assert abs(direct/section_chance(s) - 1) < 1e-6
    direct = quad(section_chance, s, np.inf)[0]
    assert abs(direct/section_integral(s) - 1) < 1e-6
norm = 2*quad(cosine_law_kernel, 0, np.inf, limit=200)[0]
second = quad(lambda s: s*s*cosine_law_kernel(s), 0, np.inf,
              limit=200)[0]
assert abs(norm - 1) < 1e-5
assert abs(second - 4/3) < 1e-5
s_grid = np.geomspace(1e-3, 1e3, 2000)
assert np.all(ring_kernel(s_grid) <= 3/s_grid**4)
assert np.all(ring_kernel(s_grid) <= 0.5)
print(f"kernel normalisation, from cosine law: {norm:.6f}")
print(f"one-sided second moment / r^2: {second:.6f}")

# Squared differences of the linear trial profile, inside and outside
trial_length = 10.0
for s in (3.0, 14.0):
    grid = np.linspace(-s, trial_length, 200001)
    left = np.clip(1 - grid/trial_length, 0, 1)
    right = np.clip(1 - (grid + s)/trial_length, 0, 1)
    square = np.trapezoid((left - right)**2, grid) if hasattr(
        np, "trapezoid") else np.trapz((left - right)**2, grid)
    if s < trial_length:
        expected = s*s/trial_length - s**3/(3*trial_length**2)
    else:
        expected = s - trial_length/3
    assert abs(square - expected) < 1e-6
    assert square <= s*s/trial_length

# Constant flow and the energy identity, from the numerical solution
length = 30.0
w_tube, x, w, q = solve_tube(length, 600)
middle = length/2
sign = np.where(x < middle, 1.0, -1.0)
flow_middle = section_integral(middle) + np.sum(
    w*sign*section_chance(np.abs(x - middle))*(q - 0.5))
# The constant 0.5 drops out by symmetry about the middle section.
assert abs(2*flow_middle/w_tube - 1) < 2e-3
pair_kernel = ring_kernel(np.abs(x[:, None] - x[None, :]))
energy = 0.5*np.sum(w[:, None]*w*pair_kernel*(q[:, None] - q)**2)
energy += np.sum(w*(1 - q)**2*section_chance(x))
energy += np.sum(w*q**2*section_chance(length - x))
energy += section_integral(length)
assert abs(2*energy/w_tube - 1) < 1e-3
print(f"L/r = 30: W from exit flow {w_tube:.5f}, "
      f"mid-section {2*flow_middle:.5f}, energy {2*energy:.5f}")

# Approach to the limit, between the two proved bounds
ratios = []
print("L/r, W, lower bound, 8r/(3L), W/(8r/(3L)):")
for length, n in ((10, 300), (30, 400), (100, 600), (300, 1000),
                  (1000, 2000)):
    transmitted = solve_tube(length, n)[0]
    upper = 8/(3*length)
    m2 = 4/3 - 3/length
    m3 = 1/8 + 3*np.log(length)
    lower = 2*m2**2/(length*m2 + m3)
    cuts = [c for c in (0, 1, 10, 100) if c < length] + [length]
    true_m2 = sum(quad(lambda s: s**2*ring_kernel(s), a, b)[0]
                  for a, b in zip(cuts[:-1], cuts[1:]))
    true_m3 = sum(quad(lambda s: s**3*ring_kernel(s), a, b)[0]
                  for a, b in zip(cuts[:-1], cuts[1:]))
    assert true_m2 >= m2 and true_m3 <= m3
    assert lower < transmitted < upper
    ratios.append(transmitted/upper)
    print(f"  {length:5d}  {transmitted:.6f}  {lower:.6f}  "
          f"{upper:.6f}  {ratios[-1]:.4f}")
assert np.all(np.diff(ratios) > 0)
assert abs(ratios[-1] - 1) < 0.02

# Ray tracing knows nothing of the kernel or the integral equation
w_ten = solve_tube(10.0, 300)[0]
rays = trace_rays(10.0, 200000)
assert abs(rays - w_ten) < 4*np.sqrt(w_ten*(1 - w_ten)/200000)
print(f"L/r = 10: ray tracing W {rays:.4f}, "
      f"integral equation {w_ten:.4f}")
w_loss = solve_tube(10.0, 300, 0.05)[0]
rays_loss = trace_rays(10.0, 200000, wall_loss=0.05)
assert abs(rays_loss - w_loss) < 4*np.sqrt(w_loss/200000)
print(f"same, wall loss 0.05: rays {rays_loss:.4f}, "
      f"equation {w_loss:.4f}")
react = 0.3
floor_formula = react*w_ten/(react + w_ten - react*w_ten)
rays_floor = trace_rays(10.0, 200000, floor_react=react)
# Uneven illumination of the floor is neglected by the formula.
assert abs(rays_floor - floor_formula) < 0.005
print(f"same, floor reaction 0.3: rays {rays_floor:.4f}, "
      f"formula {floor_formula:.4f}")

# Diffusion estimate of wall loss in a long tube
length = 400.0
loss = (2/length)**2*4/3
kappa_length = length*np.sqrt(3*loss)/2
diffusion_ratio = kappa_length/np.sinh(kappa_length)
solved_ratio = (solve_tube(length, 1200, loss)[0]
                / solve_tube(length, 1200)[0])
# End corrections are of relative order (r/L) ln(L/r).
assert abs(solved_ratio/diffusion_ratio - 1) < 0.05
print(f"L/r = 400, wall loss {loss:.2e}: reduction solved "
      f"{solved_ratio:.4f}, diffusion {diffusion_ratio:.4f}")

# Mean flight between wall hits, from sampled cosine directions
rng = np.random.default_rng(11)
u = rng.random(400000)
sideways = np.sqrt(1 - u)*np.cos(2*np.pi*rng.random(400000))
mean_flight = np.mean(2*np.sqrt(u)/(u + sideways**2))
assert abs(mean_flight - 2) < 0.03
print(f"mean flight between wall hits / r: {mean_flight:.3f}")

# Worked example: fluorine atoms in a deep etch hole
radius_nm, depth_nm = 50.0, 5000.0
radical_mtorr, total_mtorr, temperature = 2.0, 20.0, 350.0
mass_u, diameter_nm = 18.998, 0.35
mass = mass_u*const.atomic_mass
thermal = const.k*temperature
pressure = radical_mtorr*1e-3*const.torr
flux_in = pressure/np.sqrt(2*np.pi*mass*thermal)*1e-4
speed = np.sqrt(thermal/mass)
mean_forward = speed*quad(
    lambda v: v*np.exp(-v*v/2)/np.sqrt(2*np.pi), 0, np.inf)[0]
assert abs(pressure/thermal*mean_forward*1e-4/flux_in - 1) < 1e-7
aspect = depth_nm/radius_nm
limit = 8/(3*aspect)
w_hole, x, w, q = solve_tube(aspect, 600)
assert abs(solve_tube(aspect, 300)[0]/w_hole - 1) < 1e-3
print(f"hole radius {radius_nm:.0f} nm, depth {depth_nm:.0f} nm, "
      f"L/r {aspect:.0f}, depth/diameter {aspect/2:.0f}")
print(f"F atom mass {mass_u:.3f} u, temperature {temperature:.0f} K")
print(f"radical pressure {radical_mtorr:.0f} mTorr, "
      f"total pressure {total_mtorr:.0f} mTorr")
print(f"entrance flux: {flux_in:.3e} cm^-2 s^-1")
print(f"long-tube W: {limit:.5f}; solved W: {w_hole:.5f}")
print(f"floor flux, long-tube limit: {limit*flux_in:.3e} cm^-2 s^-1")
print(f"floor flux, solved W: {w_hole*flux_in:.3e} cm^-2 s^-1")
print(f"limit exceeds solved W by {100*(limit/w_hole - 1):.2f} %")
print(f"wall flux ratio q near mouth {q[0]:.4f}, near floor {q[-1]:.4f}")

# Size of the neglected effects for the same hole
print(f"wall loss at which kappa L = 1: {4/(3*aspect**2):.2e}")
for loss in (1e-4, 1e-3, 1e-2):
    reduced = solve_tube(aspect, 600, loss)[0]
    print(f"wall loss {loss:.0e} per hit: W {reduced:.3e}, "
          f"factor {reduced/w_hole:.4f}")
react = 0.1
consumed = react*w_hole/(react + w_hole - react*w_hole)
print(f"floor reaction {react:.1f}: consumed fraction {consumed:.5f}, "
      f"factor {consumed/w_hole:.3f}")
specular = 0.1
ray_count = 120000
w_mirror = trace_rays(aspect, ray_count, specular=specular)
maxwell = (1 + specular)/(1 - specular)
mirror_error = np.sqrt(w_mirror*(1 - w_mirror)/ray_count)/w_hole
# Sampling noise near two per cent and end effects set this tolerance.
assert abs(w_mirror/w_hole/maxwell - 1) < 0.08
print(f"mirror fraction {specular:.1f}: traced factor "
      f"{w_mirror/w_hole:.3f} +- {mirror_error:.3f}, "
      f"long-tube factor {maxwell:.3f}")
total_pressure = total_mtorr*1e-3*const.torr
free_path = thermal/(np.sqrt(2)*np.pi*(diameter_nm*1e-9)**2
                     * total_pressure)
print(f"collision diameter {diameter_nm:.2f} nm, "
      f"mean free path {free_path*1e3:.2f} mm")
print(f"hole diameter / mean free path: "
      f"{2*radius_nm*1e-9/free_path:.2e}")
print(f"atom diameter / hole diameter: "
      f"{diameter_nm/(2*radius_nm):.4f}")
print("no test failed")
```

Running it gives:

```
kernel normalisation, from cosine law: 1.000000
one-sided second moment / r^2: 1.333333
L/r = 30: W from exit flow 0.07694, mid-section 0.07695, energy 0.07694
L/r, W, lower bound, 8r/(3L), W/(8r/(3L)):
     10  0.190942  0.122973  0.266667  0.7160
     30  0.076938  0.064279  0.088889  0.8656
    100  0.025276  0.023548  0.026667  0.9479
    300  0.008705  0.008455  0.008889  0.9794
   1000  0.002646  0.002620  0.002667  0.9924
L/r = 10: ray tracing W 0.1902, integral equation 0.1909
same, wall loss 0.05: rays 0.0859, equation 0.0861
same, floor reaction 0.3: rays 0.1323, formula 0.1321
L/r = 400, wall loss 3.33e-05: reduction solved 0.5443, diffusion 0.5514
mean flight between wall hits / r: 1.994
hole radius 50 nm, depth 5000 nm, L/r 100, depth/diameter 50
F atom mass 18.998 u, temperature 350 K
radical pressure 2 mTorr, total pressure 20 mTorr
entrance flux: 8.616e+17 cm^-2 s^-1
long-tube W: 0.02667; solved W: 0.02528
floor flux, long-tube limit: 2.298e+16 cm^-2 s^-1
floor flux, solved W: 2.178e+16 cm^-2 s^-1
limit exceeds solved W by 5.50 %
wall flux ratio q near mouth 0.9890, near floor 0.0110
wall loss at which kappa L = 1: 1.33e-04
wall loss 1e-04 per hit: W 2.214e-02, factor 0.8760
wall loss 1e-03 per hit: W 8.479e-03, factor 0.3354
wall loss 1e-02 per hit: W 2.437e-04, factor 0.0096
floor reaction 0.1: consumed fraction 0.02059, factor 0.815
mirror fraction 0.1: traced factor 1.208 +- 0.020, long-tube factor 1.222
collision diameter 0.35 nm, mean free path 3.33 mm
hole diameter / mean free path: 3.00e-05
atom diameter / hole diameter: 0.0035
no test failed
```
